# The equibiaxial modulus of (001) silicon

## Problem

A silicon film has a free (001) surface and is stretched by the same small strain $e$ in every direction of its plane. The elastic constants are $C_{11}=165.7$ GPa and $C_{12}=63.9$ GPa.

(a) Find the equibiaxial modulus $M$, defined by $\sigma=Me$, where $\sigma$ is the in-plane stress.

(b) Find the stress, the normal strain, the force per unit width and the stored energy per unit area of a film 10 nm thick with $e=0.80\,\%$.

Tensile stress and strain are positive. Axes 1, 2 and 3 lie along the cube edges, with axis 3 normal to the film. The film is much wider than it is thick, so its edges are ignored, and linear elasticity is assumed. The strain in $M$ is the strain along one direction, not the area strain $2e$.

## First estimate by scaling

Strain has no dimension, so $M$ has the dimension of an elastic constant. If no shear strain arises in the cube axes, which the exact solution will confirm, the shear constant $C_{44}$ plays no part. Then

$$M=C_{11}\,f(r),\qquad r=\frac{C_{12}}{C_{11}},$$

with a dimensionless function $f$.

Two effects move $f$ away from 1. Stretching along axis 2 raises the stress along axis 1 through $C_{12}$. The film also becomes thinner, and this contraction lowers the stress along axis 1, again through $C_{12}$. Since the effects oppose each other, the simplest estimate is $f\approx1$:

$$M\approx C_{11}\approx166\ \text{GPa}.$$

The stress in part (b) is then about $0.0080\times165.7\ \text{GPa}\approx1.33$ GPa. Scaling alone does not say whether this is too high or too low.

## Exact solution within linear elasticity

**Hooke's law.** For a cubic crystal, the normal stresses in the cube axes are

$$\sigma_1=C_{11}e_1+C_{12}(e_2+e_3),$$

$$\sigma_2=C_{11}e_2+C_{12}(e_1+e_3),$$

$$\sigma_3=C_{11}e_3+C_{12}(e_1+e_2).$$

Each shear stress is proportional to its own shear strain: $\sigma_{13}=2C_{44}e_{13}$, and similarly for the others.

Equal stretching in all in-plane directions means $e_1=e_2=e$ and $e_{12}=0$. A free surface carries no force, so $\sigma_3=\sigma_{13}=\sigma_{23}=0$. The last two conditions give $e_{13}=e_{23}=0$. No shear strain remains, and $C_{44}$ drops out.

**Normal strain.** The condition $\sigma_3=0$ reads

$$0=C_{11}e_3+2C_{12}e,$$

so that

$$e_3=-\frac{2C_{12}}{C_{11}}\,e.$$

The factor 2 appears because both in-plane strains pull the film thinner. The stress normal to the film vanishes, but the normal strain does not.

**In-plane stress.** Insert $e_3$ into $\sigma_1$:

$$\sigma_1=(C_{11}+C_{12})e+C_{12}e_3
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e.$$

The expression for $\sigma_2$ is the same, and $\sigma_{12}=0$. The in-plane stress tensor is therefore $\sigma$ times the unit tensor, which keeps its form when the axes are rotated in the plane. The stress is equal in all in-plane directions, although the crystal itself is anisotropic. Hence

$$\boxed{M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}}$$

**Numbers for part (a).** The sum is $165.7+63.9=229.6$ GPa. The correction is

$$\frac{2C_{12}^2}{C_{11}}=\frac{2\times4083.21}{165.7}\ \text{GPa}=49.28\ \text{GPa},$$

and therefore

$$M=229.6-49.28\approx180.3\ \text{GPa},$$

or about 180 GPa.

**How many digits count.** Differentiation gives

$$\frac{\partial M}{\partial C_{11}}=1+2r^2=1.297,\qquad
\frac{\partial M}{\partial C_{12}}=1-4r=-0.543,$$

with $r=0.3856$. If each constant is uncertain by 0.05 GPa through rounding, the largest resulting error is, to first order, $0.05(1.297+0.543)\approx0.09$ GPa. Rounding alone thus leaves the first decimal place uncertain by about one unit. The material effects treated below are larger.

## The same modulus from energy and from Young's modulus

The elastic energy per volume is $\tfrac12(\sigma_1e_1+\sigma_2e_2+\sigma_3e_3)$. For in-plane strain $e$ and an arbitrary normal strain $e_3$, Hooke's law turns it into

$$u=(C_{11}+C_{12})e^2+2C_{12}ee_3+\tfrac12C_{11}e_3^2.$$

Completing the square in $e_3$ gives

$$u=\tfrac12C_{11}\left(e_3+\frac{2C_{12}}{C_{11}}e\right)^2+Me^2.$$

The free film takes the value of $e_3$ that makes the square vanish, and its energy density is $Me^2$. If the thickness were held fixed, $e_3=0$, the modulus would be $C_{11}+C_{12}=229.6$ GPa, which is 27.3 % above $M$. The correction of 49.28 GPa is the softening gained by letting the film become thinner.

The modulus can also be found from Young's modulus $E$ and Poisson's ratio $\nu$. For a bar pulled along a cube edge with free sides, $e_2=e_3=-\nu e_1$. Setting $\sigma_2=0$ gives $-\nu(C_{11}+C_{12})+C_{12}=0$, so

$$\nu=\frac{C_{12}}{C_{11}+C_{12}}=\frac{63.9}{229.6}=0.2783.$$

The pulling stress divided by $e_1$ is

$$E=C_{11}-2\nu C_{12}=130.1\ \text{GPa}.$$

In the film, two equal stresses act, and by superposition $e=(\sigma-\nu\sigma)/E$. Thus $M=E/(1-\nu)=180.3$ GPa, as before. Here $E$ and $\nu$ refer to the cube edges. For another pulling direction in the film plane, $\nu$ must be the ratio for the in-plane direction perpendicular to it.

## Numbers for the film

For $e=0.0080$, the stress is

$$\sigma=180.32\ \text{GPa}\times0.0080=1.443\ \text{GPa}.$$

The normal strain is $-0.7713\times0.80\,\%=-0.617\,\%$. With thickness $h=10$ nm, the force per unit width is

$$\sigma h=(1.443\times10^9\ \text{Pa})(10^{-8}\ \text{m})\approx14.4\ \text{N/m},$$

and the stored energy per unit area is

$$Me^2h=(1.8032\times10^{11}\ \text{Pa})(6.4\times10^{-5})(10^{-8}\ \text{m})
=0.115\ \text{J/m}^2.$$

## Comparison of the estimate with the exact result

The estimate of 165.7 GPa is about 8 % below the exact 180.3 GPa, relative to the latter. The stress estimate is low by the same fraction. The exact function shows why the error is small:

$$f(r)=1+r-2r^2=(1-r)(1+2r).$$

The term $r$ is the stiffening by the second in-plane strain, and $-2r^2$ is the softening by the thickness change. They cancel at $r=\tfrac12$, so $f=1$ both there and at $r=0$. Between these points $f$ is largest where $1-4r=0$, that is, at $r=\tfrac14$, where $f=\tfrac98$. For any cubic crystal with $0\le r\le\tfrac12$, $M$ therefore lies between $C_{11}$ and $1.125\,C_{11}$. Silicon, with $r=0.3856$, is inside this range.

The estimate fails when $r$ approaches 1. Then $f\to0$ and $e_3\to-2e$. The volume change $2e+e_3$ vanishes, and the film deforms by a change of shape that costs almost no energy.

**A different surface.** The absence of $C_{44}$ belongs to the (001) case. For a (111) film, let $z$ be the strain along the normal $[111]$. In the cube axes, the strain tensor has diagonal elements $e+(z-e)/3$ and off-diagonal elements $(z-e)/3$. With $B=C_{11}+2C_{12}$, the corresponding stress elements are

$$s=\frac{B(2e+z)}3,\qquad t=\frac{2C_{44}(z-e)}3.$$

The stress along the normal is $s+2t$, and in any direction perpendicular to it $s-t$. The free surface requires $s+2t=0$:

$$B(2e+z)+4C_{44}(z-e)=0.$$

Writing $2e+z=3e-(e-z)$ gives $3Be=(B+4C_{44})(e-z)$, so

$$e-z=\frac{3B}{B+4C_{44}}\,e.$$

The in-plane stress is $s-t=-3t=2C_{44}(e-z)$, hence

$$M_{111}=\frac{6C_{44}B}{B+4C_{44}}.$$

With the rough value $C_{44}\approx80$ GPa, this is about 230 GPa. Halving $C_{44}$ while holding the other constants fixed would lower it to about 155 GPa. The (001) value would not change.

## The real film

The chosen film resembles strained silicon for transistor channels, grown on a relaxed silicon-germanium layer with roughly one fifth germanium. The following estimates keep the imposed strain fixed, except where dislocations relieve it, and use rough material data.

**Nonlinear elasticity.** Let $\lambda=1+e$ be the in-plane stretch and $\lambda_3$ the normal stretch. Define $\eta=(\lambda^2-1)/2$ and $\zeta=(\lambda_3^2-1)/2$. To third order, the energy per undeformed volume is

$$\begin{aligned}
\phi={}&C_{11}\left(\eta^2+\tfrac12\zeta^2\right)+C_{12}(\eta^2+2\eta\zeta)
+\tfrac16C_{111}(2\eta^3+\zeta^3)\\
&+C_{112}(\eta^3+\eta^2\zeta+\eta\zeta^2)+C_{123}\eta^2\zeta .
\end{aligned}$$

The free surface requires $\partial\phi/\partial\zeta=0$, which was solved for $\zeta$ by numerical root finding. On an initially unit cube, the side force is $\sigma\lambda\lambda_3$, and the work in two directions is $2\sigma\lambda\lambda_3\,d\lambda$. Equating this to $(\partial\phi/\partial\eta)\,\lambda\,d\lambda$ gives the true stress $\sigma=(\partial\phi/\partial\eta)/(2\lambda_3)$. With $C_{111}=-800$, $C_{112}=-450$ and $C_{123}=-75$ GPa, it is 1.407 GPa, 2.5 % below the linear result.

**Temperature and doping.** If both constants fall by 80 ppm/K, $M$ falls by the same fraction, or 0.8 % between 300 and 400 K. For n-type doping near $2\times10^{19}$ cm$^{-3}$, assume that $C_{11}$ falls by 1 % and $C_{12}$ rises by 1 %; near $10^{20}$ cm$^{-3}$ the changes are about three to four times larger. The derivatives above then give a change of $1.297(-1.657)-0.543(0.639)\approx-2.5$ GPa, or $-1.4\,\%$. This is only a rough guide, because it uses small-strain constants. At 0.8 % strain the conduction-band valleys are split by more than the thermal energy, and the electronic contribution to the stress need no longer grow in proportion to the strain.

**Dislocations.** Misfit dislocations of the 60° type have an in-plane edge component $a/(2\sqrt2)\approx0.19$ nm, where $a\approx0.54$ nm is the lattice parameter. Two perpendicular arrays with an assumed spacing of 1000 nm relieve a strain of $0.19/1000=0.019\,\%$ in each direction. This is 2.4 % of the imposed strain. The estimate applies only if such dislocations are present. Balancing their line energy against the elastic energy they release gives a rough critical thickness of 12 to 18 nm at this strain, with the anisotropic line energy of silicon and a core cutoff between $b$ and $b/4$, where $b$ is the length of the Burgers vector. The common isotropic formula with shear modulus $(C_{11}-C_{12})/2$ gives 9 to 14 nm for the same cutoffs. A 10 nm film is thus probably just below the critical thickness, with little margin.

All four changes lower the stress. Simply added, they amount to about 7 %, or about 5 % without dislocations, and would bring it to between 1.3 and 1.4 GPa for the doping assumed; doping near $10^{20}$ cm$^{-3}$ would lower it by about 3 % more.

A larger change can occur when the film is cut into narrow strips, which breaks the assumption of a wide film. Its size depends on the direction of the strip. In the limit of complete relaxation across a strip that runs along a cube edge, with the strain along it kept, the stress is $Ee\approx1.04$ GPa. The ratio to the wide-film value is $1-\nu$, a reduction of about 28 %. For a strip along a face diagonal such as $[110]$, a common channel direction, Young's modulus follows from $1/E_{110}=1/(2M)+1/(4C_{44})$. With $C_{44}\approx80$ GPa it is about 170 GPa, and complete relaxation across the strip lowers the stress by only about 6 %.

In a partly relaxed strip, the stress varies from place to place and must be found from the actual width and thickness.

Numbers in the example were calculated in double precision.
